\section*{Counterpoise Gradients with Ghost Centres and Superposition Shifts in a Dimer, part 1}

(Sections cited here and not found follow in the second part.)

\section{The counterpoise gradient}

\subsection{Result and conventions}

A dimer consists of fragments $A$ and $B$. A subscript on an energy names the electrons and nuclei that are present; a superscript names the centres whose basis functions are available. The counterpoise-corrected energy is
\begin{equation}
E_{\rm CP}=E_{AB}^{AB}
-\left(E_A^{AB}-E_A^A\right)
-\left(E_B^{AB}-E_B^B\right).
\label{eq:cp}
\end{equation}
For a centre $c$ belonging to $A$, with $\partial_c=\partial/\partial\mathbf R_c$, its gradient is
\begin{equation}
\partial_cE_{\rm CP}=
\partial_cE_{AB}^{AB}
-\partial_cE_A^{AB}
+\partial_cE_A^A
-\partial_cE_B^{AB}.
\label{eq:cpgrad}
\end{equation}
The last term is the ghost-centre contribution. In the calculation of $E_B^{AB}$, centre $c$ has no nucleus and brings no electrons, but its basis functions are present and move with it. For a centre of $B$, exchange the labels $A$ and $B$.

If the correction is left out, the energy lies below $E_{\rm CP}$ by a superposition energy $B\geq0$. To first order this displaces the equilibrium separation by $B'/k$ and changes the force constant by $gB'/k-B''$, where $k$ and $g$ are the second and third derivatives of the corrected potential at its minimum. The second half derives these shifts.

Equation \eqref{eq:cpgrad} follows from \eqref{eq:cp} term by term. The energy $E_B^B$ does not depend on a centre of $A$, so it contributes nothing; $E_B^{AB}$ does depend on it, through the basis. What remains is to find the derivative of each energy when some centres are ghosts.

Every fragment is taken at the geometry it has in the dimer. A binding energy relative to relaxed, separated fragments follows by subtracting their energies from $E_{\rm CP}$. These are constants, so they do not alter the forces.

The derivation is for Hartree--Fock theory with real orbitals, integer occupations and fixed fragment charges and spins. Rydberg atomic units are used: $\hbar=1$, the electron mass is $1/2$, and $e^2=2$. The one-electron operator and the nuclear repulsion are therefore
\begin{equation}
\hat h=-\nabla^2-\sum_{d\,{\rm real}}
\frac{2Z_d}{|\mathbf r-\mathbf R_d|},
\qquad
V_{nn}=\sum_{d<e}^{\rm real}
\frac{2Z_dZ_e}{|\mathbf R_d-\mathbf R_e|}.
\end{equation}

\subsection{Why the uncorrected energy lies below the corrected one}

Adding ghost functions enlarges the space in which a fragment determinant is sought. Each determinant available in the fragment's own basis is still available in the dimer basis. Provided that the lowest solution is found in both spaces,
\begin{equation}
E_F^{AB}\leq E_F^F,\qquad F=A,B.
\end{equation}
The superposition energy
\begin{equation}
B=\left(E_A^A-E_A^{AB}\right)+
\left(E_B^B-E_B^{AB}\right)
\label{eq:Bdef}
\end{equation}
is therefore non-negative. Substitution in \eqref{eq:cp} gives
\begin{equation}
E_{\rm CP}=E_{AB}^{AB}+B.
\label{eq:plusB}
\end{equation}
The uncorrected surface lies below the corrected one by $B$. Where $B$ varies with geometry, it changes forces as well as binding energies.

The correction balances the bases used for dimer and fragments. It does not complete the basis, and it does not supply electron correlation missing from Hartree--Fock theory.

\subsection{The Hartree--Fock derivative}

Let $\chi_\mu$ be the basis functions and $C_{\mu i}^s$ the coefficients of occupied orbital $i$ with spin $s$. The density matrices are
\begin{equation}
P_{\mu\nu}^s=\sum_i C_{\mu i}^sC_{\nu i}^s,
\qquad D=P^\alpha+P^\beta .
\end{equation}
With the factor $e^2=2$ included in
\begin{equation}
(\mu\nu|\lambda\sigma)=\int\!\!\int
\chi_\mu(1)\chi_\nu(1)\frac{2}{r_{12}}
\chi_\lambda(2)\chi_\sigma(2)\,d1\,d2 ,
\end{equation}
the energy is
\begin{align}
E&=\sum_{\mu\nu}D_{\mu\nu}h_{\mu\nu}
+\frac12\sum_{\mu\nu\lambda\sigma}
\Gamma_{\mu\nu\lambda\sigma}(\mu\nu|\lambda\sigma)+V_{nn},
\label{eq:hf}\\
\Gamma_{\mu\nu\lambda\sigma}&=D_{\mu\nu}D_{\lambda\sigma}
-\sum_sP_{\mu\sigma}^sP_{\nu\lambda}^s.
\label{eq:gamma}
\end{align}
The first term of $\Gamma$ gives the classical repulsion and the second gives exchange between equal spins.

When a centre moves, both the integrals and the coefficients change. Consider the coefficients first. The two-electron energy is quadratic in the densities, so varying either factor gives the same result and cancels the prefactor $1/2$. The variation is $\sum_s{\rm Tr}(F^s\delta P^s)$, with
\begin{equation}
F_{\mu\nu}^s=h_{\mu\nu}
+\sum_{\lambda\sigma}D_{\lambda\sigma}(\mu\nu|\lambda\sigma)
-\sum_{\lambda\sigma}P_{\lambda\sigma}^s(\mu\lambda|\nu\sigma).
\end{equation}
The converged orbitals, taken as canonical, obey
\begin{equation}
F^s\mathbf C_i^s=\epsilon_i^sS\mathbf C_i^s,
\qquad (\mathbf C_i^s)^TS\mathbf C_j^s=\delta_{ij},
\end{equation}
where $S_{\mu\nu}=\langle\chi_\mu|\chi_\nu\rangle$. Since $F^s$ is symmetric, the coefficient part of the derivative becomes
\begin{align}
\sum_s{\rm Tr}(F^s\partial_cP^s)
&=2\sum_{si}(\partial_c\mathbf C_i^s)^TF^s\mathbf C_i^s
\notag\\
&=2\sum_{si}\epsilon_i^s
(\partial_c\mathbf C_i^s)^TS\mathbf C_i^s .
\label{eq:response}
\end{align}
Differentiating the normalization condition gives
\begin{equation}
2(\partial_c\mathbf C_i^s)^TS\mathbf C_i^s
=-(\mathbf C_i^s)^T(\partial_cS)\mathbf C_i^s .
\end{equation}
Insertion in \eqref{eq:response} removes the unknown coefficient derivatives:
\begin{equation}
\sum_s{\rm Tr}(F^s\partial_cP^s)
=-{\rm Tr}(W\partial_cS),\quad
W_{\mu\nu}=\sum_{si}\epsilon_i^sC_{\mu i}^sC_{\nu i}^s .
\end{equation}
Adding the explicit derivatives of the integrals yields
\begin{align}
\partial_cE={}&{\rm Tr}(D\,\partial_ch)
+\frac12\sum_{\mu\nu\lambda\sigma}
\Gamma_{\mu\nu\lambda\sigma}\partial_c(\mu\nu|\lambda\sigma)
\notag\\
&-{\rm Tr}(W\partial_cS)+\partial_cV_{nn}.
\label{eq:hfgrad}
\end{align}
For restricted closed shells, $P^\alpha=P^\beta$ and the two Fock matrices coincide, so the same formula applies. It requires stationarity. An incompletely converged density leaves an additional force error, in general of first order in the remaining orbital gradient. A correlated energy that is not stationary with respect to its orbitals and amplitudes needs further response terms, although \eqref{eq:cpgrad} itself is unchanged.

\subsection{What survives on a ghost centre}

A function attached to $c$ depends on $\mathbf r-\mathbf R_c$. Hence
\begin{equation}
\partial_c\chi_\mu=
\begin{cases}
-\nabla\chi_\mu,&\mu\in c,\\
0,&\mu\notin c.
\end{cases}
\end{equation}
For the overlap, differentiation can act on either function. Because $W$ is symmetric, the two contributions are equal:
\begin{equation}
-{\rm Tr}(W\partial_cS)
=2\sum_{\mu\in c}\sum_\nu
W_{\mu\nu}\langle\nabla\chi_\mu|\chi_\nu\rangle .
\end{equation}
The same argument applies to basis derivatives in $h$, with a minus sign in front of $D$. In a two-electron integral there are four positions to differentiate. The tensor $\Gamma$ is unchanged by the simultaneous exchanges $\mu\leftrightarrow\nu$, $\lambda\leftrightarrow\sigma$, and by exchange of the pairs $(\mu\nu)\leftrightarrow(\lambda\sigma)$. These relabellings bring the differentiated function to the first position, so the four contributions are equal. The factor is $\frac12\times4\times(-1)=-2$.

The complete basis-function part is thus
\begin{align}
\mathbf G_c={}&
-2\sum_{\mu\in c}\sum_\nu D_{\mu\nu}
\langle\nabla\chi_\mu|\hat h|\chi_\nu\rangle
\notag\\
&-2\sum_{\mu\in c}\sum_{\nu\lambda\sigma}
\Gamma_{\mu\nu\lambda\sigma}(\nabla\mu\,\nu|\lambda\sigma)
\notag\\
&+2\sum_{\mu\in c}\sum_\nu
W_{\mu\nu}\langle\nabla\chi_\mu|\chi_\nu\rangle .
\label{eq:G}
\end{align}

A real nucleus also moves its attraction operator. Since $\partial_cf(\mathbf r-\mathbf R_c)=-\nabla f$, integration by parts gives
\begin{equation}
\partial_c^{\rm op}\left\langle\chi_\mu\left|
\frac1{|\mathbf r-\mathbf R_c|}\right|\chi_\nu\right\rangle
=\int\frac{\nabla(\chi_\mu\chi_\nu)}
{|\mathbf r-\mathbf R_c|}\,d\mathbf r .
\end{equation}
The boundary term vanishes for localized functions. Expanding the product and using the symmetry of $D$ gives a factor two, which multiplies the $-2Z_c$ of $\hat h$. Including nuclear repulsion,
\begin{align}
\partial_cE={}&\mathbf G_c
-4Z_c\sum_{\mu\nu}D_{\mu\nu}
\left\langle\nabla\chi_\mu\left|
\frac1{|\mathbf r-\mathbf R_c|}\right|\chi_\nu\right\rangle
\notag\\
&-2Z_c\sum_{d\ne c}^{\rm real}
Z_d\frac{\mathbf R_c-\mathbf R_d}
{|\mathbf R_c-\mathbf R_d|^3}.
\label{eq:real}
\end{align}
For a ghost, $Z_c=0$ and
\begin{equation}
\partial_cE\big|_{\rm ghost}=\mathbf G_c .
\end{equation}
This need not vanish: the real electrons may occupy ghost functions, and moving those functions changes the variational energy. The operator $\hat h$ in $\mathbf G_c$ contains the attraction of the nuclei that are present, not of the removed nucleus.

A test used a two-lithium fragment with an off-axis ghost and compared all nine Cartesian derivatives of its superposition energy with finite differences. The largest discrepancy was $1.8\times10^{-9}$ Ry/bohr. The comparison included the derivative of the fragment in its own basis.

\subsection{Force balance and the cost of an omission}

Moving all centres together, including ghosts, leaves every energy unchanged. Therefore
\begin{equation}
\sum_{c\in A\cup B}\partial_cE_F^{AB}=0 .
\label{eq:translation}
\end{equation}
For complete angular shells, a rigid rotation also leaves the energy unchanged. With $\delta\mathbf R_c=\boldsymbol\theta\times\mathbf R_c$, this means
\begin{equation}
0=\sum_c\partial_cE_F^{AB}\cdot
(\boldsymbol\theta\times\mathbf R_c)
=\boldsymbol\theta\cdot\sum_c
\mathbf R_c\times\partial_cE_F^{AB}.
\end{equation}
Since $\boldsymbol\theta$ is arbitrary, the total torque vanishes. Both sums must include ghost centres.

Two atoms on the $z$ axis show what happens otherwise. Put $A$ at $z_A$ and $B$ at $z_B=z_A+R$, and write $e_A(R)=E_A^{AB}$ and $e_B(R)=E_B^{AB}$. The own-basis energies are constant. If $V_{\rm unc}$ is the uncorrected interaction, \eqref{eq:Bdef} and \eqref{eq:plusB} give
\begin{equation}
V_{\rm CP}'=V_{\rm unc}'-e_A'-e_B' .
\end{equation}
The full forces are $F_A=V_{\rm CP}'$ and $F_B=-V_{\rm CP}'$. On $A$ the ghost contribution comes from $e_B$, and on $B$ it comes from $e_A$. Dropping both leaves
\begin{equation}
\widetilde F_A=V_{\rm unc}'-e_A',\qquad
\widetilde F_B=-V_{\rm unc}'+e_B',
\end{equation}
and hence a net force
\begin{equation}
\widetilde F_A+\widetilde F_B=e_B'-e_A' .
\end{equation}
If this is non-zero, the centre of mass accelerates without an external force. Moreover, a potential for these forces would require $\partial\widetilde F_A/\partial z_B=\partial\widetilde F_B/\partial z_A$, or $e_A''=e_B''$. Unlike fragments do not generally satisfy this condition, so the truncated forces need not conserve any energy function of the positions.

With 3-21G functions on one lithium atom and STO-3G functions on the other, at $R=5.50$ bohr, omission of ghost terms produced a net force of $0.003296$ Ry/bohr. Retaining them reduced it to rounding error.

For identical atoms in identical bases, $e_A=e_B$ and the net force vanishes even after the omission. The remaining slope is then
\begin{equation}
V_{\rm unc}'-e_A'=V_{\rm unc}'+\tfrac12B' .
\label{eq:half}
\end{equation}
Half of the force correction is missing at each separation. Conservation of momentum cannot reveal this error; a comparison with the derivative of $V_{\rm CP}$ can.

\subsection{Use in Born--Oppenheimer dynamics}

Each centre is real in the dimer and carries one nuclear mass $M_c$. Ghosts are not additional particles. The equation of motion and its energy balance are
\begin{align}
M_c\ddot{\mathbf R}_c&=-\partial_cE_{\rm CP},\\
\frac{d}{dt}\left(\sum_c\tfrac12M_c\dot{\mathbf R}_c^2
+E_{\rm CP}\right)
&=\sum_c\dot{\mathbf R}_c\cdot
\left(M_c\ddot{\mathbf R}_c+\partial_cE_{\rm CP}\right)=0 .
\end{align}
A step needs five electronic calculations: the dimer, each fragment with ghosts, and each fragment in its own basis. For atoms the last two are constants and can be done once. All gradients are accumulated on the same list of centres with the signs of \eqref{eq:cpgrad}.

The fragment assignment must stay fixed and meaningful. If an atom passes from one fragment to the other, \eqref{eq:cp} does not define a unique continuous correction. A change of electronic solution, or removal of nearly dependent basis functions at some geometries but not others, can also make the surface discontinuous.

\section{Shifts of separation and frequency}

\subsection{Symbols and results carried over}

For two atoms at separation $R$, $V_{\rm CP}$ and $V_{\rm unc}$ are the corrected and uncorrected interaction energies relative to the separate atoms in their own bases. The superposition energy $B(R)\geq0$ is the total lowering of the atomic energies by ghost functions. The first half gave
\begin{equation}
V_{\rm unc}(R)=V_{\rm CP}(R)-B(R).
\label{eq:relation}
\end{equation}
The correction to the slope, $B'$, has real-centre and ghost-centre parts; for identical atoms they are equal. A prime denotes $d/dR$. Energies are in Ry and lengths in bohr, with $\hbar=1$; the unit of mass is two electron masses.

\subsection{Equilibrium separation and force constant}

Introduce a parameter that turns the superposition error on gradually:
\begin{equation}
V_\lambda(R)=V_{\rm CP}(R)-\lambda B(R),
\qquad 0\leq\lambda\leq1 .
\end{equation}
The corrected curve has $\lambda=0$ and the uncorrected curve has $\lambda=1$. Let $R_\lambda$ be the minimum, $R_c=R_0$, and define at $R_c$
\begin{equation}
k=V_{\rm CP}'',\qquad g=V_{\rm CP}''' .
\end{equation}
The stationary condition is $V_{\rm CP}'(R_\lambda)=\lambda B'(R_\lambda)$. Differentiating it with respect to $\lambda$ gives
\begin{equation}
V_{\rm CP}''\frac{dR_\lambda}{d\lambda}
=B'+\lambda B''\frac{dR_\lambda}{d\lambda}.
\end{equation}
At $\lambda=0$ the last term vanishes, so
\begin{equation}
\left.\frac{dR_\lambda}{d\lambda}\right|_0=\frac{B'}{k}.
\label{eq:dr}
\end{equation}
If $B$ decreases with separation, $B'<0$ and the uncorrected minimum lies at a shorter distance. The atoms gain spurious energy by approaching each other's basis functions. A constant $B$ would deepen the well without moving it.

The force constant is evaluated at the moving minimum:
\begin{equation}
k_\lambda=V_{\rm CP}''(R_\lambda)-\lambda B''(R_\lambda).
\end{equation}
Differentiation and use of \eqref{eq:dr} give
\begin{equation}
\left.\frac{dk_\lambda}{d\lambda}\right|_0
=g\frac{B'}{k}-B'' .
\label{eq:dk}
\end{equation}
The first term is the change of curvature caused by displacement on the anharmonic corrected curve. The second is the direct curvature of the error. For the usual shape near a bond minimum, $g<0$; together with $B'<0$ the first term stiffens the mode. The second can have either sign, so a shorter separation does not by itself determine the sign of the frequency shift.

An exponential model, $B=b\,e^{-\alpha R}$ with $b,\alpha>0$, makes this explicit. Here $B'=-\alpha B$ and $B''=\alpha^2B$, hence
\begin{equation}
\left.\frac{dk_\lambda}{d\lambda}\right|_0
=\alpha B\left(-\frac gk-\alpha\right).
\end{equation}
The mode stiffens if $\alpha<-g/k$ and softens if $\alpha>-g/k$. A slowly varying error changes the force constant mainly by moving the minimum along the anharmonic curve; for a rapidly varying one the positive curvature of $B$, which is subtracted, dominates.

For several internal coordinates $q_i$, let $H_{ij}$ and $T_{ijl}$ be the second and third derivatives of $E_{\rm CP}$ at its minimum. Expanding the stationary condition to first order gives $\sum_jH_{ij}\delta q_j=\partial_iB$, and therefore
\begin{equation}
\delta q_i=\sum_j(H^{-1})_{ij}\partial_jB,\qquad
\delta H_{ij}=\sum_lT_{ijl}\,\delta q_l-\partial_i\partial_jB .
\end{equation}
Thus fragment relaxation can contribute to an intermolecular shift. The one-dimensional formula suffices when the fragments are atoms, or when the internal coordinates of the fragments and their orientations relative to the line joining them are all held fixed.

This part has derived the counterpoise gradient, including its ghost-centre terms, and the first-order shifts of equilibrium separation and force constant caused by superposition error. It remains to turn the force-constant shift into a frequency shift, to find the mean separation at finite temperature, and to test the results on a lithium pair.
